# Periodic density and polarization of an insulating chain in a homogeneous field

## Periodic density, homogeneous field and polarization in an insulator

### What goes wrong

A periodic density-functional calculation treats the energy per cell as a functional of the density in one unit cell, on the premise that this density determines the potential. For an insulator in a homogeneous field $\mathcal E$ the premise fails. A field together with a suitable change of the periodic potential leaves the periodic density unchanged while the polarization and the kinetic energy change. In the chain below, 36% of the polarizability lies in this invisible channel, and a Kohn–Sham chain matched to the periodic density alone overestimates the induced polarization of a model reference system by 18% of the reference value.

An infinite insulator in a field has no ground state, because the potential is unbounded below. Here "bulk state" means the interior of an open chain of length $L$, with no end states in the gap, whose potential drop $e\mathcal EL$ is below the gap, or equivalently the state given by perturbation theory in the field. The order of limits is $\mathcal E\to0$ first, $L\to\infty$ second.

### Model and continuity

Take spinless independent electrons of charge $-e$, one per cell of length $a$. Site A is at $Ra-d/2$ with energy $+\Delta$ and site B at $Ra+d/2$ with energy $-\Delta$. The hopping is $-t_1$ inside a cell and $-t_2$ between cells, with $t_1>t_2>0$. The field adds $Fx$ with $F=e\mathcal E$, and since there is no Hartree term $\mathcal E$ is the internal macroscopic field. The periodic density is one number, $m=n_A-n_B$, and the periodic potential is one number, $\Delta$. $X$ is the sum of electron positions per cell, so the polarization change is $\delta P=-e\,\delta X/a$, a charge in one dimension.

Let $q_1$ and $q_2$ be the changes in the number of electrons to the right of a cut through a strong and a weak bond. Site A gains $q_2$ from the left and loses $q_1$ to the right, so $\delta n_A=q_2-q_1=-\delta n_B$. Summing $\sum_jx_j\delta n_j$ by parts turns it into a sum over bonds of length times $q$. Hence

$$\delta m=2(q_2-q_1),\qquad \delta X=dq_1+(a-d)q_2=aq_2-\tfrac d2\,\delta m .$$

The density sees only the difference of the two flows. A uniform flow $q_1=q_2=q$ gives $\delta m=0$ and $\delta P=-eq$, and the electrons it carries are taken from one end of the chain and deposited at the other.

Writing $x=Ra-(d/2)\sigma_z$, with $\sigma_z=+1$ on A, splits the field term into a sawtooth $-(Fd/2)\sigma_z$, which a shift of $\Delta$ cancels, and a staircase $FaR$, which is constant within a cell and acts only through $t_2$.

### Linear response

With Bloch states $e^{ikx_j}u_\alpha$, site A couples to B at distances $+d$ and $-(a-d)$, so $H_{AB}=-g$ with

$$g=e^{ikd}\left(t_1+t_2e^{-ika}\right)=|g|e^{i\varphi},\qquad |g|^2=t_1^2+t_2^2+2t_1t_2\cos ka .$$

The bands are $\pm\varepsilon$, $\varepsilon=\sqrt{\Delta^2+|g|^2}$. With $\cos\theta=\Delta/\varepsilon$, $\sin\theta=|g|/\varepsilon$, $s=\sin(\theta/2)$ and $c=\cos(\theta/2)$, the eigenvectors are

$$u_v=(s\,e^{i\varphi/2},\,c\,e^{-i\varphi/2}),\qquad u_c=(c\,e^{i\varphi/2},\,-s\,e^{-i\varphi/2}).$$

The first row of $Hu_v$ is $\varepsilon e^{i\varphi/2}s(\cos\theta-2c^2)=-\varepsilon se^{i\varphi/2}$, as required. Primes denote $\partial_k$. From $\tan\theta=|g|/\Delta$ follows $\theta'=\Delta|g|'/\varepsilon^2$. From $\varphi'=\mathrm{Im}(g'/g)$,

$$\varphi'=d-a\,\frac{t_2^2+t_1t_2\cos ka}{|g|^2}=d-\frac a2+\frac{aD}{2|g|^2},\qquad D=t_1^2-t_2^2,$$

where $t_1t_2\cos ka=(|g|^2-t_1^2-t_2^2)/2$ was used.

The matrix element of $x$ is defined through the long wave $e^{iQx}\approx1+iQx$. Its interband element is $\langle u_{c,k+Q}|u_{v,k}\rangle\approx Q\langle u_c'|u_v\rangle=-Q\langle u_c|u_v'\rangle$, the last step from differentiating $\langle u_c|u_v\rangle=0$. Equating this to $iQx_{cv}$ gives $x_{cv}=i\langle u_c|u_v'\rangle$. Transitions within the filled band are blocked. Differentiating the spinor gives $u_v'=(\theta'/2)u_c+(i\varphi'/2)\sigma_zu_v$, and $\langle u_c|\sigma_z|u_v\rangle=2sc=\sin\theta$. For the perturbation $V=\delta\,\sigma_z+Fx$, where $\delta$ is a change of $\Delta$,

$$V_{cv}=\sin\theta\left(\delta-\tfrac12F\varphi'\right)+\tfrac i2F\theta' .$$

The second-order energy per cell is $-\langle|V_{cv}|^2/2\varepsilon\rangle$, with $\langle\cdot\rangle$ the zone average. Expanding the square with $w=\sin^2\theta/\varepsilon=|g|^2/\varepsilon^3$ gives $-\tfrac12(\chi_{\Delta\Delta}\delta^2+2\chi_{\Delta F}\delta F+\chi_{FF}F^2)$ with

$$\chi_{\Delta\Delta}=\langle w\rangle,\qquad \chi_{\Delta F}=-\tfrac12\langle w\varphi'\rangle,\qquad \chi_{FF}=\tfrac14\langle w\varphi'^2+\theta'^2/\varepsilon\rangle .$$

By the Hellmann–Feynman theorem $m$ and $X$ are the derivatives of the energy with respect to $\delta$ and $F$:

$$\delta m=-\chi_{\Delta\Delta}\delta-\chi_{\Delta F}F,\qquad \delta X=-\chi_{\Delta F}\delta-\chi_{FF}F .$$

At $F=0$ the density suffices in this model. Since $\langle u_v|\sigma_z|u_v\rangle=s^2-c^2=-\cos\theta$, one has $m=-\langle\Delta/\varepsilon\rangle$, whose derivative $-\langle1/\varepsilon-\Delta^2/\varepsilon^3\rangle=-\langle w\rangle$ is negative for every $\Delta$, so $m$ fixes $\Delta$. The Berry-phase Wannier centre $X=\langle i\langle u_v|u_v'\rangle\rangle=\tfrac12\langle\varphi'\Delta/\varepsilon\rangle$ is then fixed too, and its derivative $\tfrac12\langle w\varphi'\rangle$ equals $-\chi_{\Delta F}$.

### Same density, different field

Setting $\delta m=0$ gives $\delta=-\chi_{\Delta F}F/\chi_{\Delta\Delta}$. Inserting this in $\delta X$,

$$\delta X=aq=-SF,\qquad S=\chi_{FF}-\frac{\chi_{\Delta F}^2}{\chi_{\Delta\Delta}}=\tfrac14\left\langle w(\varphi'-\bar\varphi')^2+\theta'^2/\varepsilon\right\rangle,$$

with $\bar\varphi'=\langle w\varphi'\rangle/\langle w\rangle$. The last form follows from $\langle w(\varphi'-\bar\varphi')^2\rangle=\langle w\varphi'^2\rangle-\langle w\varphi'\rangle^2/\langle w\rangle$. Both terms are non-negative, and the first vanishes only if $\varphi'$ is constant, which for $D\ne0$ needs constant $|g|$, that is $t_1t_2=0$. So $S>0$ for any connected chain. The length $d$ only shifts $\varphi'$ by a constant and drops out of $S$. Beyond linear order the compensation persists for small $F$ by the implicit function theorem, because $\partial m/\partial\Delta\neq0$. In a continuum crystal the same elimination runs over all components $V_G$ with $G\ne0$, and $S$ is the Schur complement of that block, provided the block is invertible.

For $\Delta=0$, $\theta'=0$ and $w=1/|g|$. With $I_n=\langle|g|^{-n}\rangle$ and the constant part of $\varphi'$ dropped from the variance,

$$S=\frac{a^2D^2}{16}\left(I_5-\frac{I_3^2}{I_1}\right),\qquad \chi_{\Delta F}=-\tfrac12\left[\left(d-\tfrac a2\right)I_1+\tfrac{aD}2I_3\right].$$

Since $|g|^2=(t_1+t_2)^2W$ with $W=1-\mu\sin^2\alpha$, $\alpha=ka/2$ and $\mu=4t_1t_2/(t_1+t_2)^2$, one has $I_n=2J_n/[\pi(t_1+t_2)^n]$, $J_n=\int_0^{\pi/2}W^{-n/2}d\alpha$, and $J_1=K(\mu)$, $J_{-1}=E(\mu)$ are the complete elliptic integrals. The derivative of $\sin\alpha\cos\alpha\,W^{-n/2}$ is $(\cos^2\alpha-\sin^2\alpha)W^{-n/2}+n\mu\sin^2\alpha\cos^2\alpha\,W^{-n/2-1}$ and integrates to zero. Substituting $\sin^2\alpha=(1-W)/\mu$ and $\cos^2\alpha=(W-1+\mu)/\mu$ gives

$$n(1-\mu)J_{n+2}=(n-1)(2-\mu)J_n-(n-2)J_{n-2},$$

so $J_3=E/(1-\mu)$ and $J_5=[2(2-\mu)J_3-K]/[3(1-\mu)]$.

For $r=t_2/t_1\to0$, averaging $(1+re^{ika})^{-n/2}(1+re^{-ika})^{-n/2}$ gives $I_n=t_1^{-n}[1+(n/2)^2r^2+\dots]$. The bracket in $S$ becomes $t_1^{-5}r^2(25/4-18/4+1/4)=2r^2/t_1^5$, and $S\to a^2t_2^2/(8t_1^3)$. The staircase reproduces this. Across a weak bond a bonding orbital couples to the neighbouring antibonding one with an element of size $t_2/2$, at cost $2t_1+Fa$ to the right and $2t_1-Fa$ to the left. The net transfer is $q=(t_2^2/4)[(2t_1+Fa)^{-2}-(2t_1-Fa)^{-2}]\approx-Fat_2^2/(8t_1^3)$, which is $-SF/a$. The invisible polarization is virtual charge transfer between dimers, and it vanishes for isolated molecules. As the gap closes, $\mu\to1$, $J_3\to(1-\mu)^{-1}$ and $J_5\to\tfrac23(1-\mu)^{-2}$, so $I_3^2/(I_1I_5)\to3/(2K)$ and $S/\chi_{FF}$ tends to one logarithmically.

### The second variable and the Hohenberg–Kohn argument

The determinant of the response matrix is $\chi_{\Delta\Delta}\chi_{FF}-\chi_{\Delta F}^2=\chi_{\Delta\Delta}S>0$, so $(m,X)$ fixes $(\Delta,F)$ locally. The energy per cell is $U=T+\Delta m+FX$, with $T$ the hopping energy, and $dU=m\,d\Delta+X\,dF$ gives $dT=-\Delta\,dm-F\,dX$. At fixed $m$, $dT=SF\,dF$ and

$$\delta T=\tfrac12SF^2$$

to leading order. $T$ is a function of $m$ and $X$, not of $m$ alone.

The variational proof shows where it breaks. For two chains 1 and 2, each ground state is a trial state for the other: $U_1<U_2+(\Delta_1-\Delta_2)m_2+(F_1-F_2)X_2$, per cell and up to end terms of order $1/N$. Adding the same inequality with 1 and 2 exchanged gives $0<(\Delta_1-\Delta_2)(m_2-m_1)+(F_1-F_2)(X_2-X_1)$. Equal $m$ leaves $0<(F_1-F_2)(X_2-X_1)$, which for $F_1=F$, $F_2=0$ reads $0<SF^2$ and is true. The contradiction needs equal $X$ as well.

For the finite chain with its full density the theorem stands. The site response matrix has the quadratic form $2\sum_{vc}|V_{cv}|^2/(\varepsilon_c-\varepsilon_v)$. It vanishes only if $V$ commutes with the density matrix $\rho$, that is $(v_i-v_j)\rho_{ij}=0$, which forces a constant potential when every bond order is nonzero. The matrix is nevertheless soft. For a potential $[v_0(1,1)+\delta(1,-1)]e^{iQx}$ at small $Q$ the local field is $F=iQv_0$, and the form per cell is $\chi_{\Delta\Delta}|\delta|^2+2\chi_{\Delta F}\mathrm{Re}(\delta^*iQv_0)+\chi_{FF}Q^2|v_0|^2$. Minimizing over $\delta$ leaves $SQ^2|v_0|^2$, and dividing by the norm $2|v_0|^2$ gives the lower eigenvalue $SQ^2/2$. On an open chain, making $\int Sv'^2dx/\int2v^2dx$ stationary gives $Sv''=-2\lambda_1v$ with $v'=0$ at the ends, so $v=\cos(\pi x/L)$ and $\lambda_1=S\pi^2/(2L^2)$. The inverse response grows as $L^2$. The same softness shows in the compensated family, where an end charge $q=-SF/a$, independent of $L$, goes with a potential drop $FL=-qaL/S$.

### How large

Take round model parameters $t_1=2$ eV, $t_2=1$ eV, $\Delta=0$, $a=4$ Å, $d=1.8$ Å and $F=0.005$ eV/Å ($\mathcal E=5\times10^7$ V/m), with 60 cells, so that $FL=1.2$ eV is below the 2 eV gap. Then $\mu=0.888889$, $K=2.52863$ and $E=1.11374$ give $I_1=0.536591$ eV$^{-1}$, $I_3=0.236343$ eV$^{-3}$ and $I_5=0.155195$ eV$^{-5}$. With $D=3$ eV$^2$,

$$\chi_{\Delta F}=-\tfrac12[-0.2(0.536591)+6(0.236343)]=-0.65537\ \text{Å/eV},$$

$$S=9\,[0.155195-0.236343^2/0.536591]=0.4599\ \text{Å}^2/\text{eV},$$

and $\chi_{FF}=0.4599+0.65537^2/0.536591=1.2603$ Å$^2$/eV, so $S/\chi_{FF}=0.365$.

The field alone changes $m$ by $0.65537\times0.005=3.277\times10^{-3}$. The compensating shift is $3.277\times10^{-3}/0.536591=6.107\times10^{-3}$ eV, of which the sawtooth $Fd/2$ supplies $4.5\times10^{-3}$ eV. After compensation, exact diagonalization leaves the site densities in the central ten cells equal to their zero-field values within $2\times10^{-15}$ electrons, while $q=-5.751\times10^{-4}$ electrons have crossed the centre, against $-0.459875\times0.005/4=-5.748\times10^{-4}$ from linear response. This is $\delta P=9.21\times10^{-23}$ C, along the field. The difference, $5\times10^{-4}$ of the linear value, starts at cubic order in $F$, because inversion about a strong bond sends $(\delta,F,m,q)$ to their negatives and makes $q$ odd in $F$. The whole of $q$ is found in the last 15 cells, and $-3.87\times10^{-4}$ of it, about two thirds, in the last cell. The hopping energy rises by $5.752\times10^{-6}$ eV per cell, against $\tfrac12SF^2=5.748\times10^{-6}$ eV.

The softest nonzero response eigenvalues are $2.21479\times10^{-5}$ eV$^{-1}$ for 80 cells and $5.53965\times10^{-6}$ eV$^{-1}$ for 160. Multiplied by $L^2$ they give 2.2679 and 2.2690 Å$^2$/eV, against $S\pi^2/2=2.2694$. The shortfall drops about fourfold on doubling $N$, so at these two sizes it behaves as $1/N^2$, and an extrapolation assuming $1/N$ overshoots slightly, to 2.2701.

At 200 cells $FL=4$ eV exceeds the gap, valence states at the high-potential end lie above conduction states at the other, and the ground state has $q=-13.0006$. The program tests that this differs from the 60-cell value by an integer and that the central $m$ is unchanged, so even at given $\Delta$ and $F$, with the same interior density, $P$ is fixed only modulo $e$. The count 13 is an output, not derived here, and it belongs to unscreened independent electrons.

### The Kohn–Sham consequence

A nonlocal self-energy can be modelled by a scissor operator $\lambda P_c$, with $P_c$ the fixed zero-field conduction projector. The eigenvectors and the zero-field density are unchanged, and the denominator $2\varepsilon$ becomes $2\varepsilon+\lambda$, which defines $\chi^\lambda$. A local chain with $(\delta_s,F_s)$ that reproduces both responses to an applied $(\delta,F)$ obeys

$$\chi_{\Delta\Delta}\delta_s+\chi_{\Delta F}F_s=\chi^\lambda_{\Delta\Delta}\delta+\chi^\lambda_{\Delta F}F,\qquad \chi_{\Delta F}\delta_s+\chi_{FF}F_s=\chi^\lambda_{\Delta F}\delta+\chi^\lambda_{FF}F .$$

Subtracting $\chi_{\Delta F}/\chi_{\Delta\Delta}$ times the first from the second eliminates $\delta_s$:

$$SF_s=\left(\chi^\lambda_{FF}-\frac{\chi_{\Delta F}\chi^\lambda_{\Delta F}}{\chi_{\Delta\Delta}}\right)F+\left(\chi^\lambda_{\Delta F}-\frac{\chi_{\Delta F}\chi^\lambda_{\Delta\Delta}}{\chi_{\Delta\Delta}}\right)\delta .$$

For $\lambda=1$ eV and $\delta=0$, $F_s/F=(0.876071-0.655371\times0.471192/0.536591)/0.459875=0.6536$, so $F_s=3.268\times10^{-3}$ eV/Å, as the inversion of the open chain also gives. The exchange-correlation field $F_s-F=-1.732\times10^{-3}$ eV/Å opposes the applied one. Forcing $F_s=F$ and matching $m$ with a periodic potential moves along the invisible family by $F-F_s$, so $X$ errs by $-S(F-F_s)=-0.4599\times1.732\times10^{-3}=-8.0\times10^{-4}$ Å. The chain gives $\delta X=-5.178\times10^{-3}$ Å instead of $-4.381\times10^{-3}$ Å, an error of 18% of the latter. This figure belongs to the scissor model and is no estimate for a material.

The coefficient of $\delta$ equals $-\tfrac12\langle wf(\varphi'-\bar\varphi')\rangle$ with $f=2\varepsilon/(2\varepsilon+\lambda)$. As $f$ rises and $\varphi'$ falls with $|g|$, their covariance under the weight $w$ is negative and the coefficient is positive. In this model even a periodic perturbation at $F=0$ therefore calls for a Kohn–Sham field, a term the program does not test.

### What to do

A bulk calculation of an insulator has to specify one electrical variable besides the periodic potential, either the macroscopic field or the polarization. At fixed field the quantity to make stationary is $T+\Delta m+FX$, with $X$ taken from the Berry phase or from the integrated flow, since continuity shows that the cell density cannot supply it. In a sample without surface states in the gap, as for the chain here, which ends on strong bonds, this state is the ground state while the drop over the sample stays below the gap. A chain cut at weak bonds has end states at $\pm\Delta$, and for one field direction an electron passes from end to end once the drop exceeds about $2|\Delta|$, which can lie well below the gap. At larger drops the polarized state is at best metastable, and its lifetime is not treated here. On a finite mesh of $k$ points the Berry-phase form of this quantity has a minimum only below a critical field that falls as the mesh is refined; its value is not derived here.

A semilocal exchange-correlation potential is periodic wherever the density is periodic, so it carries no homogeneous field even in a slab that includes the surfaces. Agreement of the bulk density with a reference therefore does not validate polarizabilities, and these need their own comparison. The missing field can enter through an explicit dependence of the functional on $P$, or be avoided in part through a nonlocal operator as in generalized Kohn–Sham schemes; the scissor chain does not test this, since it serves as the reference here. The ratio $S/\chi_{FF}$ measures the share of the response that the density leaves unconstrained. In this model, for $\Delta=0$ and $t_2\to0$, $\varphi'\to d$ gives $\chi_{FF}\to d^2/(4t_1)$, so the ratio is about $a^2t_2^2/(2d^2t_1^2)$ and is negligible when $at_2\ll dt_1$; it approaches one as the gap closes, but only logarithmically, as $1-3/(2K)$, which is about 0.83 at $t_2/t_1=0.999$. Unlike $S$, the ratio depends on $d$ through $\chi_{FF}$.

The numerical check, with its output, tests these formulas against open-chain diagonalization, sums over states at finite $Q$ and Berry phases, also for a second parameter set with $\Delta\neq0$.

## Numbers as computed

```
t1 = 2 eV
t2 = 1 eV
Delta = 0 eV
a = 4 A
d = 1.8 A
F = 0.005 eV/A
E = 5e+07 V/m
cells N = 60 
gap = 2 eV
F*L = 1.2 eV
elliptic parameter = 0.888889 
K = 2.52863 
E(m) = 1.11374 
I1 = 0.536591 1/eV
I3 = 0.236343 1/eV^3
I5 = 0.155195 1/eV^5
chi_DD = 0.536591 1/eV
chi_DF = -0.655371 A/eV
chi_FF = 1.26032 A^2/eV
S = 0.459875 A^2/eV
S/chi_FF = 0.364888 
det chi = 0.246765 A^2/eV^2
field alone: dm linear = 0.00327685 
field alone: dm chain = 0.00327684 
compensating dD linear = 0.0061068 eV
compensating dD chain = 0.00610696 eV
sawtooth part F*d/2 = 0.0045 eV
max |dn| in central 10 cells = 2e-15 electrons
q linear = -0.000574843 electrons
q chain = -0.000575113 electrons
dP chain = 9.21432e-23 C
dn in right 15 cells = -0.000575113 electrons
dn in last cell = -0.000386571 electrons
dT linear = 5.74843e-06 eV/cell
dT chain = 5.75248e-06 eV/cell
softest response eigenvalue N=80 = 2.21479e-05 1/eV
softest response eigenvalue N=160 = 5.53965e-06 1/eV
eigenvalue*L^2 extrapolated = 2.27013 A^2/eV
S*pi^2/2 = 2.26939 A^2/eV
N=200: F*L = 4 eV
N=200: q = -13.0006 electrons
scissor lam = 1 eV
scissor chi_DF = -0.471192 A/eV
scissor chi_FF = 0.876071 A^2/eV
scissor dm = 0.00235594 
scissor dX = -0.00438073 A
KS dD = -0.000399139 eV
F_KS linear = 0.00326803 eV/A
F_KS chain = 0.00326804 eV/A
F_xc = -0.00173196 eV/A
dX with F_KS forced to F = -0.00517812 A
relative error of dX = 0.182022
```
